Strong-field energies and orientation of a rigid dipolar rotor

**1. What goes wrong without the full result**

In a strong static field the low-lying states of a polar molecule no longer rotate end over end; the molecular axis swings about the field direction. The leading energy formula for this regime is accurate relative to the depth of the field's potential well, but as the field grows its absolute error tends to a constant that depends on the state and vanishes only for special quantum numbers. Code that subtracts two such energies can therefore fail badly. At the field strength used in section 8, the leading formula places the states (J, |M|) = (1, 0) and (2, 2) at the same energy, whereas diagonalization separates them by 1.71 rotational constants. The missing constant and the next correction are derived here together with the leading terms, so that an implementation can use them or know what it omits.

**2. Model, conventions and result**

The molecule is a rigid linear rotor with rotational constant B, an energy equal to ħ²/(2I) for moment of inertia I. Its permanent dipole μ lies along the axis and makes an angle θ with a uniform field F. Vibration, centrifugal distortion and polarizability are neglected. The interaction is −μF cos θ, so

H/B = **J**² − w cos θ,  w = μF/B > 0.

If w is negative, replace θ by π − θ. The projection M of the angular momentum on the field is conserved. Define

m = |M|,  n = J − m,  ν = 2n + m + 1 = 2J − m + 1,  Ω = √(2w).

The total angular momentum is not conserved. J is a label: the value the state has at zero field, followed continuously at fixed M. For fixed J and M and w → ∞,

E/B = −w + νΩ + c₀ + c₁/Ω + O(Ω⁻²),  (1)

⟨cos θ⟩ = 1 − ν/Ω + c₁/Ω³ + O(Ω⁻⁴),  (2)

c₀ = (3m² − 3 − ν²)/8,  c₁ = ν(9m² − ν² − 3)/64.

The first two terms of (1) are the pendular limit, −w + (2J − |M| + 1)√(2w). The exact energy minus this limit, in units of B, tends to c₀.

The origin of these terms is visible at small θ. There −w cos θ ≈ −w + wθ²/2, and **J**² becomes the squared momentum p² of motion in a plane. Comparing p² + wθ²/2 with p²/(2a) + aω²θ²/2 gives a = 1/2 and ω² = 2w. This is a planar oscillator of frequency Ω. The next sections replace the sketch by a calculation that also gives the corrections.

**3. A variable that makes the problem short**

For a wavefunction f(θ)exp(iMφ),

**J**²f = −(1/sin θ) d/dθ(sin θ df/dθ) + m²f/sin²θ.

Let x = 1 − cos θ, with 0 ≤ x ≤ 2. Then dx = sin θ dθ, so the angular measure becomes simply dx, and d/dθ = sin θ d/dx. Also sin²θ = 1 − (1 − x)² = x(2 − x). Writing ∂ for the derivative, we get

H/B + w = −∂ₓ x(2 − x) ∂ₓ + m²/[x(2 − x)] + wx.

The potential is now linear in x. Next set y = Ωx, so that ∂ₓ = Ω∂, where ∂ henceforth means d/dy. The three terms become

−∂ₓx(2 − x)∂ₓ = −2Ω ∂y∂ + ∂y²∂,

m²/[x(2 − x)] = (m²/2)[1/x + 1/(2 − x)] = Ωm²/(2y) + m²/[2(2 − y/Ω)],

wx = (Ω²/2)(y/Ω) = Ωy/2.

In operator products such as ∂y∂, each derivative acts on everything to its right. Hence

H/B + w = Ωh₀ + V,

h₀ = −2∂y∂ + m²/(2y) + y/2,

V = ∂y²∂ + m²/4 + m²y/(8Ω) + O(Ω⁻²).  (3)

The last line uses 1/[2(2 − u)] = 1/4 + u/8 + … with u = y/Ω. At large Ω the states occupy y of order one, and V is a small correction to Ωh₀.

**4. The oscillator levels and their labels**

Near y = 0 the regular solution behaves as y^(m/2). Write ψ = Pg with P = y^(m/2)exp(−y/2). Since P′/P = (m − y)/(2y),

yψ′ = P[yg′ + (m − y)g/2].

Differentiating once more,

(yψ′)′ = P[yg″ + g′ + (m − y)g′/2 − g/2 + (m − y)g′/2 + (m − y)²g/(4y)]

= P[yg″ + (m + 1 − y)g′ + (m²/(4y) − m/2 + y/4 − 1/2)g].

Multiplying by −2 and adding the potential of h₀ cancels the terms in 1/y and y:

h₀ψ = P[−2yg″ − 2(m + 1 − y)g′ + (m + 1)g].

For eigenvalue 2n + m + 1 this requires

yg″ + (m + 1 − y)g′ + ng = 0.

Put g = Σ aₖyᵏ. The coefficient of yᵏ gives (k + 1)(k + m + 1)aₖ₊₁ = (k − n)aₖ. The series terminates if n = 0, 1, 2, …; the solutions are the Laguerre polynomials. Otherwise aₖ₊₁/aₖ approaches 1/k, g grows essentially as exp(y), and ψ is not normalizable. The levels of h₀ are therefore ν = 2n + m + 1.

It remains to identify n with J − m. At fixed M the equation in θ is of second order, and its solution regular at θ = 0 is unique up to a factor. Two independent states of the same M cannot share an energy at any finite w. The levels change continuously with w, so their order is preserved. At w = 0 the levels are J = m, m + 1, …, and the one with n levels below it has J = m + n. Thus n = J − m and ν = 2J − m + 1.

**5. The constant and the next energy term**

The corrections follow from the operator D = y∂ + 1/2. Expanding,

D² = y∂y∂ + y∂ + 1/4 = y²∂² + 2y∂ + 1/4 = ∂y²∂ + 1/4.  (4)

D generates changes of scale. It obeys [D, y] = y. The part T = h₀ − y/2 scales as 1/y, so [D, T] = −T. With K = y − h₀,

[D, h₀] = −T + y/2 = K,

[D, K] = y − K = h₀,

[h₀, K] = [h₀, y] = −2(∂y + y∂) = −4D.

The combinations R₊ = D − K/2 and R₋ = D + K/2 then satisfy

[h₀, R₊] = −K + 2D = 2R₊,  [h₀, R₋] = −K − 2D = −2R₋.

They raise and lower the eigenvalue of h₀ by 2, and so change n by one. Choose the signs of the normalized states so that R₊|n⟩ = bₙ|n + 1⟩ with bₙ > 0. Integration by parts shows that D is antisymmetric, while K is symmetric. Hence R₊† = −R₋ and R₋|n⟩ = −bₙ₋₁|n − 1⟩, with b₋₁ = 0 at the bottom of the ladder. The expectation value of

R₊R₋ − R₋R₊ = [D, K] = h₀

is bₙ² − bₙ₋₁² = 2n + m + 1. Summing from zero to n,

bₙ² = n(n + 1) + (n + 1)(m + 1) = (n + 1)(n + m + 1) = [(ν + 1)² − m²]/4.  (5)

Because D = (R₊ + R₋)/2,

D|n⟩ = ½(bₙ|n + 1⟩ − bₙ₋₁|n − 1⟩).  (6)

Lowering n by one lowers ν by two, so bₙ₋₁² = [(ν − 1)² − m²]/4. The squared norm of (6) is

‖D|n⟩‖² = (bₙ² + bₙ₋₁²)/4 = (ν² − m² + 1)/8.

By antisymmetry ⟨D²⟩ = −‖D|n⟩‖². The terms of V of order one therefore give

c₀ = m²/4 − 1/4 − (ν² − m² + 1)/8 = (3m² − 3 − ν²)/8.

Two contributions arise at order 1/Ω. The first is the average of m²y/(8Ω). Since y = h₀ + K and K = R₋ − R₊ has no diagonal element, ⟨y⟩ = ν, and this contribution is m²ν/(8Ω).

The second is second-order perturbation theory in D². Applying (6) twice gives the matrix elements bₙbₙ₊₁/4 to n + 2 and bₙ₋₁bₙ₋₂/4 to n − 2. The unperturbed energies differ by ±4Ω, so this contribution is

−[bₙ²bₙ₊₁² − bₙ₋₁²bₙ₋₂²]/(64Ω).

By (5), the bracket equals 1/16 times

[(ν + 1)² − m²][(ν + 3)² − m²] − [(ν − 1)² − m²][(ν − 3)² − m²].

The second product is the first with ν replaced by −ν, so the difference is twice the odd part of the first. That product is

(ν² + 4ν + 3)² − m²(2ν² + 8ν + 10) + m⁴,

with odd part 8ν(ν² + 3) − 8m²ν. The bracket is therefore ν(ν² + 3 − m²), and

c₁ = m²ν/8 − ν(ν² + 3 − m²)/64 = ν(9m² − ν² − 3)/64.

**6. The approach of ⟨cos θ⟩ to one**

The definition of y gives

⟨cos θ⟩ = 1 − ⟨y⟩/Ω.

At leading order ⟨y⟩ = ν. The first correction to the state has amplitude of order 1/Ω and contains |n ± 2⟩, the states that D² reaches from |n⟩. But y = h₀ + K connects |n⟩ to itself and to |n ± 1⟩. The first-order change of ⟨y⟩ is therefore zero, and the Ω⁻² term is absent from (2).

The next term follows from the energy. For a normalized eigenstate, the change of the state does not contribute to dE at first order, so d(E/B)/dw = ⟨d(H/B)/dw⟩ = −⟨cos θ⟩. With w = Ω²/2 we have dΩ/dw = 1/Ω, and (1) gives

⟨cos θ⟩ = −(1/Ω)(−Ω + ν − c₁/Ω²) = 1 − ν/Ω + c₁/Ω³.

Differentiating a series with an error term needs a reason. Section 7 shows that ⟨y⟩ has its own expansion in 1/Ω. Integrating that expansion over w must reproduce the energy expansion, which fixes its coefficients.

Physically, 1 − cos θ ≈ θ²/2, so the mean square angle is about 2ν/Ω. The swing angle shrinks as w^(−1/4), and orientation improves slowly: halving 1 − ⟨cos θ⟩ requires about four times the field.

**7. Why no level is missed**

The true interval ends at y = 2Ω, whereas the oscillator functions extend to infinity. Let A = (H/B + w)/Ω. Its expectation value for a real ψ is

q[ψ] = ∫ {2y(1 − y/2Ω)ψ′² + m²ψ²/[2y(1 − y/2Ω)] + yψ²/2} dy.

**Existence.** Carry the perturbation series to a chosen order. Each order couples finitely many oscillator states. Multiply the resulting function by a smooth cutoff that is one for y < Ω/2 and zero for y > Ω. The cutoff errors are exponentially small, and the normalized function φ satisfies Aφ = λφ + r with ‖r‖ of the first omitted order. If all eigenvalues of A were farther than d from λ, expansion in eigenstates would give ‖r‖ ≥ d. Hence an eigenvalue lies within ‖r‖ of λ.

**Counting.** Choose smooth functions with χ₁² + χ₂² = 1, where χ₁ vanishes for y > 2δΩ, χ₂ vanishes for y < δΩ, and δ = Ω^(−1/2). Differentiating the constraint gives χ₁χ₁′ + χ₂χ₂′ = 0, so

Σ(χᵢψ)′² = ψ′² + ψ²Σχᵢ′².

Splitting ψ into χ₁ψ and χ₂ψ thus changes q by at most a constant times δΩ/(δΩ)² = Ω^(−1/2), for normalized ψ. In the inner part 1 − y/2Ω ≥ 1 − δ. Reducing both the derivative and m² terms by this factor gives a lower bound; the substitution y = √(1 − δ) z turns it into √(1 − δ) h₀. In the outer part the potential is at least δΩ/2 = √Ω/2, which diverges. By the minimum–maximum principle, the k-th eigenvalue of A is no lower than √(1 − δ) times the k-th level of h₀, minus a vanishing cost. Together with existence, this leaves one eigenvalue near each fixed oscillator level, in the same order.

**Orientation.** The eigenvalue gap near a fixed level tends to 2, so the eigenstate ψ, with suitable sign, differs from φ by η with norm of order ‖r‖. Subtracting the equations for ψ and φ shows that ‖Aη‖ is also of this order. Since ∫yη²dy ≤ 2q[η] ≤ 2‖η‖‖Aη‖, the Cauchy–Schwarz inequality controls the cross term in ⟨y⟩ too. The perturbation expansion of ⟨y⟩ is therefore valid.

**8. A worked case**

Take round model parameters μ = 1 e a₀, B = 10⁻⁶ hartree and F = 5 × 10⁻⁵ atomic units. Then

w = 1 × 5 × 10⁻⁵/10⁻⁶ = 50,  Ω = √100 = 10.

For J = 1, M = 0 we have ν = 3. The pendular limit is −50 + 3 × 10 = −20. The corrections are c₀ = (−3 − 9)/8 = −1.5 and c₁/Ω = 3(−9 − 3)/640 = −0.056. Their sum with the limit is −21.556; diagonalization gives −21.565.

For J = 2, |M| = 2, ν is again 3 and the limit is again −20. Now c₀ = (12 − 3 − 9)/8 = 0 and c₁/Ω = 3(36 − 9 − 3)/640 = 0.113, giving −19.888 against −19.855. Most of the splitting quoted in section 1 comes from the difference of 1.5 in c₀.

The ground state has ν = 1, c₀ = −1/2 and c₁ = −1/16. Formula (1) gives −50 + 10 − 0.5 − 0.00625 = −40.506, against −40.507. The latter is −4.051 × 10⁻⁵ hartree, or −266.5 GHz after division by h. The ground-state error of the two-term energy settles towards −1/2:

w = 12.5: −0.515
w = 50: −0.507
w = 800: −0.502

These are exact minus two-term energies in units of B. At w = 800 the error is about 0.07 percent of the energy, yet it is still half a rotational constant. The large values of w describe the model. With the μ and B above, w = 50 is already 2.6 × 10⁷ V/m and w = 800 is 4.1 × 10⁸ V/m, far above usual static laboratory fields. The neglected polarizability term −½ΔαF² cos²θ grows as F². For an anisotropy Δα = 21.5 atomic units, a size typical of a linear triatomic, it shifts the spacing between (1, 0) and (0, 0) by 0.008 B at w = 50 but by 0.63 B at w = 800, comparable to the difference of −1 in c₀.

The ground-state orientation at w = 50 is 0.89993, against 1 − 1/10 = 0.9. To reach 0.9 exactly within this model requires w = 50.07, that is F = 5.007 × 10⁻⁵ atomic units or 2.575 × 10⁷ V/m.

Orientation along the field at large w does not imply orientation along the field at small w. For J = 1, M = 0, the squared couplings of cos θ to J = 0 and J = 2 are 1/3 and 4/15, by formula (7) below. Second-order perturbation theory gives

E/B = 2 + w²[(1/3)/2 − (4/15)/4] = 2 + w²/10,

so ⟨cos θ⟩ ≈ −w/5 at small w: repulsion from the lower level wins, and the dipole points on average against the field. Diagonalization gives −0.165 at w = 1, a change of sign at w = 4.90, and 0.699 at w = 50.

**9. Using the result**

Formulas (1) and (2) require ν ≪ Ω. The leading energy above the bottom of the well is νΩ, while the well depth from θ = 0 to θ = π is 2w = Ω². Their ratio is ν/Ω. For J = 2, M = 0 at w = 50 this ratio is 0.5: the two-term energy is zero, the four-term value is −3.72, and the exact value is −3.77. At fixed field, sufficiently high J lies outside the regime. A small ratio does not by itself bound the error in units of B, which at large ν grows roughly as ν⁴/Ω²: at ν/Ω = 0.2 and M = 0 the four-term energy is off by 0.007 for J = 2, 0.096 for J = 10 and 0.36 for J = 20.

When the expansion is not accurate enough, diagonalize H/B in field-free states of fixed M. The diagonal is J(J + 1), and −w cos θ couples neighbouring J. To obtain the coupling, let c = cos θ, k = J − m, and write the polar function as sinᵐθ times a polynomial qₖ = cᵏ − rₖcᵏ⁻² + …. Substitution in the field-free equation gives

(1 − c²)qₖ″ − 2(m + 1)cqₖ′ + k(k + 2m + 1)qₖ = 0.

The coefficient of cᵏ⁻² requires rₖ = k(k − 1)/[2(2k + 2m − 1)]. Orthogonality and parity imply cqₖ = qₖ₊₁ + βₖqₖ₋₁, where βₖ is the squared coupling between normalized neighbours. Comparing coefficients of cᵏ⁻¹,

βₖ = rₖ₊₁ − rₖ = k(k + 2m)/[(2k + 2m − 1)(2k + 2m + 1)],

or, in terms of J,

|⟨J − 1, M|cos θ|J, M⟩|² = (J² − M²)/(4J² − 1).  (7)

The basis must grow with the field. From (1) and (2), ⟨**J**²⟩ = E/B + w⟨cos θ⟩ ≈ νΩ − wν/Ω = νΩ/2. The basis should extend to several times √(νΩ/2), and be enlarged until the required energies and orientations stop changing.

The numerical check extracts the coefficients in (1) and (2) from diagonalized states for all J ≤ 3 and compares them with the formulas.

Table of computed values

```
dipole mu = 1.0 e a0
rotational constant B = 1.0e-06 hartree
field F = 5.0e-05 atomic units
w = 50.0, Omega = 10.0 (dimensionless)
States at this w; energies in units of B
J |M| nu  E exact    E two-term  E four-term
0  0  1   -40.50678  -40.00000  -40.50625
1  0  3   -21.56488  -20.00000  -21.55625
1  1  2   -30.49137  -30.00000  -30.49375
2  0  5    -3.77155   -0.00000   -3.71875
2  1  4   -12.06191  -10.00000  -12.06250
2  2  3   -19.85477  -20.00000  -19.88750
Orientation at this w (dimensionless)
J |M|  cos exact  1-nu/Omega  with c1 term
0  0   0.899926  0.900000  0.899938
1  0   0.699244  0.700000  0.699437
1  1   0.800117  0.800000  0.800063
2  0   0.496548  0.500000  0.497812
2  1   0.599432  0.600000  0.599375
2  2   0.701875  0.700000  0.701125
Ground state: w, (E exact - E two-term)/B, cos, 1-1/Omega
   2.0  -0.55729  0.481193  0.500000
  12.5  -0.51497  0.799266  0.800000
  50.0  -0.50678  0.899926  0.900000
 200.0  -0.50325  0.949992  0.950000
 800.0  -0.50159  0.974999  0.975000
State J=1, M=0: w, exact cos
   1.0 -0.165085
   5.0  0.008734
  50.0  0.699244
 800.0  0.924991
its cos changes sign at w = 4.9018
Extracted from exact energies: J |M| c0 c1 (units of B)
0  0   -0.50000  -0.06250
1  0   -1.50000  -0.56250
1  1   -0.50000   0.06250
ground-state cos = 0.9: exact w = 50.0737
same from leading law: w = 50.0000
exact field needed = 5.00737e-05 atomic units
exact field needed = 2.5749e+07 V/m
ground energy at w = 50: -4.050678e-05 hartree
ground energy / h = -266.522 GHz
```
